Why a Ridged Aperture Outperforms a Circle Beyond the Circle's Cutoff

Two holes of the same open area, 7800 nm², pierce a perfectly conducting film 100 nm thick. Light of wavelength 365 nm falls on them at normal incidence. The circular hole passes 1.9×10⁻⁴ of the power that falls on its open area. The other hole, shaped like an H, passes 0.39 of it, about 2050 times as much. Yet in a model with one mode in each hole, the greatest power that either could pass at this wavelength, if its reactances were tuned freely, is nearly the same: 4.5 times the incident power on its area for the circle and 4.3 times for the H. The H therefore gains by coming closer to a limit that both share.

The H is a box 120 nm wide (x) and 80 nm high (y). Two ridges 30 nm wide reach in from top and bottom and leave a gap of 20 nm. On each side lies a lobe of 45×80 = 3600 nm², so the area is 2×3600 + 30×20 = 7800 nm². The equal-area circle has radius a = 49.83 nm. The incident electric field points along y, across the gap.

**1. The cutoff, and how much of it is due to the gap**

The hole is treated as a short waveguide along z, filled with air. Its transverse electric (TE) modes follow from a function ψ(x,y), proportional to the axial magnetic field:

∇²ψ + k_c²ψ = 0, e = ẑ×∇ψ, that is e_x = −∂ψ/∂y, e_y = ∂ψ/∂x.

The field along the wall is the normal derivative of ψ, which must vanish there. With k = 2π/λ, the propagation constant obeys

β² = k² − k_c².

The mode travels if λ is below the cutoff wavelength λ_c = 2π/k_c. Otherwise β = iκ and the field decays.

For the circle, ψ = N J₁(k_c r) cos φ. The wall condition J₁′(k_c a) = 0 gives k_c a = X = 1.8412, so

λ_c = 2πa/X = 170 nm.

At 365 nm the circle is far beyond cutoff.

For the H a bound comes first. Any trial function of zero mean is a sum of nonconstant modes with coefficients c_n, and ∫|∇ψ|²dA/∫ψ²dA = Σc_n²k_n²/Σc_n². This average cannot lie below the smallest k_n². Take ψ = −1 in the left lobe, +1 in the right lobe and 2x/w in the gap, where w is the ridge width and g the gap. This function is continuous and odd in x, so its mean is zero. Its gradient is 2/w, in the gap only:

∫|∇ψ|²dA = (2/w)² w g = 4g/w,
∫ψ²dA = 2A_l + g∫(2x/w)²dx = 2A_l + gw/3,

where A_l is the area of one lobe. Hence

k_c² ≤ (4g/w)/(2A_l + gw/3).

With the numbers, k_c² ≤ 2.667/7400 nm⁻², or λ_c ≥ 331 nm. This already proves that the H has a lower cutoff frequency than the circle.

The bound is a circuit in disguise. Per unit length along z, the gap is a capacitor C = ε₀w/g. The current around each lobe encloses magnetic flux, giving an inductance μ₀A_l for unit length, and two lobes in parallel give L = μ₀A_l/2. The resonance ω² = 1/(LC) then gives k_c² = 2g/(wA_l), which is the bound without its small term gw/3. A narrower gap raises C and lowers the cutoff frequency.

The bound does not yet place λ_c above 365 nm. Solving the equation for ψ by finite differences on a 1.25 nm lattice gives 428.5 nm; a 2.5 nm lattice gives 430.2 nm, and finer lattices tend to about 427.5 nm. The true value exceeds the bound because the trial function forbids electric field in the lobes. In the computed mode 41% of the electric energy lies there.

Elongation also lowers the cutoff frequency, and it must be separated from capacitance. A plain slit 120 nm wide and 65 nm high has the same area and no ridges. Its lowest mode, ψ = sin(πx/120 nm), gives λ_c = 240 nm. At fixed area, the change from circle to slit thus accounts for 170 → 240 nm, and ridges take it from 240 to about 428 nm.

With the outer box and ridge width held fixed, the 2.5 nm lattice gives:

gap 80 nm (no ridges): λ_c = 240 nm
gap 40 nm: λ_c = 320 nm
gap 20 nm: λ_c = 430 nm
gap 10 nm: λ_c = 571 nm

The open area falls down this list while the cutoff wavelength rises. The last halving of the gap multiplies λ_c by 1.33, less than the √2 of the simple circuit.

**2. What each opening does to the wave**

Cutoff describes the interior. The two ends also store and radiate energy. Normalize the mode by ∫|e|²dA = 1, use the time factor exp(−iωt), and measure admittance in units of that of free space. In this convention a capacitor has a negative imaginary admittance.

Split the field in the opening into plane waves of transverse wavevector q, with k_z² = k² − q². The part of e perpendicular to q (s) has tangential H/E = k_z/k, because the magnetic field is tilted. The part along q (p) has k/k_z, because the electric field is tilted. The opening's admittance is therefore

G = ∫d²q/(2π)² [ |e_s|² k_z/k + |e_p|² k/k_z ].

Write |e_p|² = |e|² − |e_s|² and use k/k_z − k_z/k = q²/(k k_z). The product q|e_s| is the modulus of the transform of curl e, and (curl e)_z = ∇²ψ = −k_c²ψ. With ρ = k_c²ψ,

G = ∫d²q/(2π)² (1/k_z)[ k|e|² − |ρ|²/k ].

To return to real space, note that the outgoing wave exp(ikR)/(4πR) of a point source has plane-wave amplitude i/(2k_z) at z = 0, since its slope must jump by −1 there. So 1/k_z is the transform of −i exp(ikR)/(2πR), and

G = −i∬[ k e·e′ − ρρ′/k ] exp(ikR)/(2πR) dA dA′,

where R is the distance between two points of the opening. For a small hole the electric term is capacitive and the ρ term inductive.

The radiated part has a simple limit. It comes from sin(kR)/R ≈ k − k³R²/6. Let S = ∫e_y dA; by symmetry ∫e_x dA = 0. The electric term gives k²S²/(2π). In the other term ∫ρ dA = 0, so only R² contributes, through −2r·r′. Moreover

∫xρ dA = −∫x∇²ψ dA = ∫∂ψ/∂x dA = S,

with no boundary term because the normal derivative vanishes. Thus ∬ρρ′R² = −2S², and this part contributes −k²S²/(6π). Together,

Re G = k²S²/(3π) for a small hole.

At 365 nm, lattice sums for the H and a plane-wave integral for the circle give

H: G = 0.068 − 0.020i
circle: G = 0.185 + 0.965i.

The circle's openings are strongly inductive. In the H, electric and magnetic storage almost balance.

**3. Joining the ends to the interior**

Keep one mode inside, E(z) = F exp(iβz) + B exp(−iβz). Its magnetic field is Y[F exp(iβz) − B exp(−iβz)], with Y = β/k. For unit incident field, a closed film would carry a tangential magnetic field of 2. Its projection on the mode is 2S, and the opening takes away G E(0). With p = exp(iβt) for thickness t, the end conditions are

Y(F − B) = 2S − G(F + B),
Y(Fp − B/p) = G(Fp + B/p).

The second gives B = Fp²(Y − G)/(Y + G). The first, written as F(Y + G) − B(Y − G) = 2S, then gives

F = 2S(Y + G)/[(Y + G)² − (Y − G)²p²].

The exit amplitude is E₂ = Fp + B/p = 2YFp/(Y + G), so

E₂ = 4YSp/[(Y + G)² − (Y − G)²p²],
T = Re G |E₂|²/A.

Here T is transmitted power over the power incident on the open area A.

S follows from the mode. For the circle, S = ∮ψn_x dl = πaNJ₁(X), and the normalization gives N²J₁(X)² = 2/[π(X² − 1)]. So S²/A = 2/(X² − 1) = 0.837. The H has S²/A = 0.290. A field squeezed into part of the hole overlaps less with a uniform wave: by the Cauchy–Schwarz inequality S² ≤ A, with equality for a uniform e_y.

For the circle κ = 0.0327 nm⁻¹, so Y = 1.90i and p² = exp(−6.54) = 1.45×10⁻³. The p² term in the denominator is negligible:

|E₂|² ≈ 16×1.90²×6530×1.45×10⁻³/(0.185² + 2.865²)² ≈ 8.0 nm²,
T ≈ 0.185×8.0/7800 ≈ 1.9×10⁻⁴.

For the H, β = 0.00902 nm⁻¹, so Y = 0.524 and βt = 0.902. The squared modulus of the denominator is 0.222:

|E₂|² ≈ 16×0.524²×2260/0.222 ≈ 4.5×10⁴ nm²,
T ≈ 0.068×4.5×10⁴/7800 ≈ 0.39.

**4. Weighing the interior against the ends**

Now exchange only β, and with it Y, between the holes. S and G stay as they were. No real hole has this combination; it is a way to divide the credit.

- Circle with the H's β: T = 0.121, a gain of about 640. Replacing its ends by those of the H gives the remaining factor 3.2.
- H with the circle's β: T = 1.3×10⁻⁴, a loss of about 3000. This is about 30% less than the true circle passes.

The division depends on the order, because interior and ends interfere. In either order, for this film, the interior supplies by far the larger factor. The H's ends help when the interior is open and do somewhat worse than the circle's when it is closed.

In a very thin film the interior drops out. As p → 1 the denominator becomes 4YG, so E₂ = S/G and

T = (S²/A) Re G/|G|².

The 365 nm values give 3.9 for the H and 0.16 for the circle, a ratio of about 24. Here the benefit comes from the nearly balanced reactance of the openings, with no tunnelling length involved. One mode is a rough description of this limit: for a thin circular hole at ka = 0.1, going from one mode to 120 lattice modes raises T by about a third, and the fully converged field raises it by nearly a half. At 365 nm, many modes raise the thin circle's T to about 0.24 and bring the ratio down to between 16 and 17.

In the opposite case, at wavelengths far beyond both cutoffs, κ → k_c for each hole. The power factor exp(−2k_c t) is then about 0.053 for the H and 6×10⁻⁴ for the circle. The H also decays, but more slowly.

**5. The common ceiling**

Drive both sides of the film with equal, then with opposite fields. By symmetry the interior then presents the admittances

Y_e = −iY tan(βt/2), Y_o = iY cot(βt/2).

Both are purely imaginary without loss, whether β is real or imaginary. Half the sum of the two drives is the actual one-sided drive, so

E₂ = S/(G + Y_e) − S/(G + Y_o).

Each denominator has the form D = Re G + iχ with χ real. Subtracting 1/(2Re G) from its inverse gives

1/D − 1/(2Re G) = [1/(2Re G)] (Re G − iχ)/(Re G + iχ).

The last fraction has modulus one. Both inverses therefore lie on one circle of diameter 1/Re G in the complex plane, and their difference cannot exceed that diameter:

|E₂| ≤ S/Re G, hence AT ≤ S²/Re G.

For small holes S cancels:

AT ≤ 3π/k² = 3λ²/(4π).

Within this lossless one-mode model, neither shape nor field concentration raises the small-hole ceiling. At 365 nm it is 4.08 in units of T for both holes. Their finite sizes shift it to 4.27 for the H and 4.52 for the circle.

A wavelength scan in 2 nm steps puts the H's peak at 416 nm, with T = 5.4 against a ceiling of 5.5. A 1 nm scan puts the circle's at 143 nm, with T = 1.16 against 1.19. With more modes the circle's peak rises to about 1.25, so the one-mode ceiling is not a strict bound on the full field. In the one-mode model both come close to their ceilings, at very different wavelengths, and the H's peak is higher because the ceiling is higher at its longer wavelength. The ceiling follows λ² only for small holes. The circle at 143 nm is not small (ka = 2.2), and from one peak to the other the ceiling rises 4.6 times, where λ² would give 8.5. At 365 nm the H works well off its own peak, which is why it passes 0.39 and not 4.

**6. What field concentration contributes**

The gap holds 7.7% of the open area and 59% of the mode's electric energy. A measure of concentration at the centre is A|e(0)|², which would be 1 for a uniform field. It is 7.7 for the H and 2.1 for the circle. In the one-mode model, the exit intensity at the centre, relative to the incident wave, is |E₂|²|e(0)|²:

H: 4.5×10⁴×7.7/7800 ≈ 44
circle: 8.0×2.1/7800 ≈ 0.0022.

Their ratio, about 20,600, is 5590 from the modal amplitude times 3.7 from concentration. For total power the same amplitude factor is multiplied by the ratio of Re G, 0.068/0.185 = 0.37, which gives back about 2050. Concentration thus strengthens the spot while the mode radiates less for a given amplitude.

The strong spot is shallow. Each plane wave leaves as exp(ik_z z), which equals −i∂/∂z of exp(ik_z z)/k_z. By the result of section 2, now taken at height z, exp(ik_z z)/k_z is the transform of −i exp(ikR)/(2πR). The field is therefore e_y summed with the kernel −∂/∂z[exp(ikR)/(2πR)], and on the axis in air this gives

E_y(z) = E₂∫e_y (z/R)(1/R − ik) exp(ikR)/(2πR) dA,

where R is now the distance from a point of the opening to the axial point. In the one-mode model the H's intensity falls to 23% of its exit value at 10 nm and to 7% at 20 nm, or from 44 to about 10 and 3 times the incident intensity. Higher modes at the exit lower the value in the opening itself to about 30, but leave about 9 and 3 at the two distances. A resist must lie within roughly a gap width to use the concentration.

The direction of the field matters too. The fundamental ψ is even in y, so e_x is odd in y and its integral vanishes: a wave polarized along x cannot drive it. With 60 TE and 60 transverse magnetic (TM) modes on a 2.5 nm lattice, the H then passes 8×10⁻⁵, less than the circle's 2.3×10⁻⁴ in the same treatment. For the favourable polarization the 120 modes on this lattice give 0.39 for the H and a ratio of about 1700, but most of the drop from 2050 is lattice error. The coarse lattice gives the circle a stepped rim and lowers the H's value. With a smooth rim the circle passes 2.2×10⁻⁴. On a fixed lattice higher modes raise the H's T by about 5%, and finer lattices take it to a little over 0.42, so the many-mode ratio is close to 2000.

**7. Beside a real mask**

The example lies in the regime of near-field contact lithography with an i-line source. Its dimensions are round and rough, and a 20 nm gap through 100 nm of metal is demanding to make. The assumption that matters most is the perfect conductor. For a rough permittivity ε = −19 + 3.5i, representing a good ultraviolet metal, the field penetrates δ = 1/(k Im√ε) = 13 nm, which is not small beside the gap.

For the circle, the hybrid mode that matches fields at a penetrable wall was solved numerically; κ falls from 0.0327 to 0.0223 nm⁻¹. For the H, a lumped estimate shows how the cutoff moves. Magnetic flux enters 230 nm of wall around each lobe, so the inductance grows by 1 + 230×13.3/3600 = 1.85 and λ_c by √1.85, to about 580 nm. The cutoff alone no longer fixes β, however. The metal slows the wave in the gap: between two flat walls 20 nm apart its index would be 1.55. A lattice solution for the H's own mode gives β/k of about 1.39 + 0.09i, whereas β² = k² − k_c² could never exceed k². The mode's admittance is then about 0.46 instead of β/k, and it keeps about 74% of its power over 100 nm. With S and G left at their ideal values, the H passes about 0.6 and the circle about 0.002.

The advantage thus drops from about 2000 to roughly 300. This is only an order of magnitude, because S and G also change in a real metal. In this estimate the drop comes from the circle, whose slower decay lets about ten times more power through. Since β for the H changes from 0.52k to about 1.39k, a transmission peak placed with the ideal model would move in the real metal. The solid film itself passes 2×10⁻⁷, negligible beside either hole over equal areas.

A resist touching the exit changes the numbers again. In a medium of index n the small-hole Re G is multiplied by n³: the electric term carries n² and its kernel another n, while the ρ term takes (nk)³. For a rough n = 1.7 this is 4.9. In the ideal-metal model the circle's T rises 5.5 times, to 0.00105, and the H's rises 1.6 times, to 0.63. Their ratio becomes 600. Resist absorption and chemistry, rounded corners and uneven contact are left out.

An advantage as large as the one found here therefore has conditions: a field across the gap, a wavelength beyond the circle's cutoff, and a gap chosen so that the ridged mode is open or nearly so in the actual metal. Below 170 nm the ideal circle opens, and the argument from tunnelling no longer applies.
